# Rotational Dispersion Between Ground-State Polar Molecules, and When It Dominates: a numerical check

```python
"""
Result under test: two polar rigid rotors in J=0 attract as -C6/R^6 with
C6rot = mu^4/(6 B) in atomic units (mu: body-fixed dipole, B: rotational
constant as an energy). It is compared with the electronic part C6el and
the induction part C6ind = 2 mu^2 alpha_el(0) for NaK and RbCs.
Reduced coupling: x = mu^2/(B R^3); length R_B = (mu^2/B)^(1/3).
Molecules: PBE0 distance and dipole, time-dependent Hartree-Fock response.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import lpmv
from pyscf import gto, scf, dft, ao2mo

# ---------- two rotors: matrices from angular quadrature ----------
JMAX = 6
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(20)
phi = 2 * np.pi * np.arange(32) / 32
cos_t, ph = np.meshgrid(cos_nodes, phi, indexing="ij")
weights = (cos_weights[:, None] * np.full(32, 2 * np.pi / 32)).ravel()
cos_t, ph = cos_t.ravel(), ph.ravel()
sin_t = np.sqrt(1 - cos_t**2)
states = [(j, m) for j in range(JMAX + 1) for m in range(-j, j + 1)]


def harmonic(j, m):
    k = abs(m)
    norm = math.sqrt((2 * j + 1) / (4 * math.pi)
                     * math.factorial(j - k) / math.factorial(j + k))
    return norm * lpmv(k, j, cos_t) * np.exp(1j * m * ph)


Y = np.array([harmonic(j, m) for j, m in states])
overlap = (Y.conj() * weights) @ Y.T
assert np.allclose(overlap, np.eye(len(states)), atol=1e-11)
n_z = (Y.conj() * (weights * cos_t)) @ Y.T
n_plus = (Y.conj() * (weights * sin_t * np.exp(1j * ph))) @ Y.T
n_minus = n_plus.conj().T

pairs = [(a, b) for a in range(len(states)) for b in range(len(states))
         if states[a][1] + states[b][1] == 0]
first = np.array([p[0] for p in pairs])
second = np.array([p[1] for p in pairs])
i1, i2 = np.ix_(first, first), np.ix_(second, second)
W = (-2 * n_z[i1] * n_z[i2]
     + 0.5 * (n_plus[i1] * n_minus[i2] + n_minus[i1] * n_plus[i2]))
J1 = np.array([states[a][0] for a in first])
J2 = np.array([states[b][0] for b in second])
rot_energy = J1 * (J1 + 1.0) + J2 * (J2 + 1.0)
ground = int(np.where((J1 == 0) & (J2 == 0))[0][0])


def ground_energy(x):
    """Lowest pair energy in units of B."""
    return np.linalg.eigvalsh(np.diag(rot_energy) + x * W)[0]


strength = np.abs(W[:, ground])**2
only_11 = (J1 == 1) & (J2 == 1)
assert strength[~only_11].sum() < 1e-20
assert abs(strength.sum() - 2 / 3) < 1e-11
assert abs(W[ground, ground]) < 1e-12

x_small = 0.01
c6_reduced = -ground_energy(x_small) / x_small**2
assert abs(c6_reduced * 6 - 1) < 1e-5
x_mid = 0.1
fourth = (ground_energy(x_mid) + x_mid**2 / 6) / x_mid**4
assert abs(fourth * 300 - 1) < 5e-3
assert abs(ground_energy(0.7) - ground_energy(-0.7)) < 1e-11

print("Two rotors, energies in units of B")
print(f"Sum of squared couplings from J=0,0: {strength.sum():.6f}")
print(f"Energy of the coupled J=1,1 states: {rot_energy[only_11][0]:.1f} B")
print(f"-E/(B x^2) at x={x_small}: {c6_reduced:.6f}")
print(f"Fourth-order coefficient from x={x_mid}: {fourth:.6f}")
law_ratio = {}
for x in (0.1, 1.0, 5.0, 20.0):
    law_ratio[x] = ground_energy(x) / (-x**2 / 6)
    print(f"x={x:4.1f}, R/R_B={x**(-1/3):.3f}: "
          f"exact/(R^-6 law) = {law_ratio[x]:.4f}")
assert abs(law_ratio[1.0] - 1) < 0.03 and law_ratio[20.0] < 0.5

# ---------- molecules ----------
HARTREE_CM = const.physical_constants["hartree-inverse meter relationship"][0] / 100
DEBYE = (const.physical_constants["atomic unit of electric dipole mom."][0]
         * const.c / 1e-21)
AMU = const.atomic_mass / const.m_e
BASIS = "def2-tzvpp"


def build(atoms, distance):
    ecp = {s: BASIS for s in atoms if s in ("Rb", "Cs")}
    return gto.M(atom=[[atoms[0], (0, 0, 0)], [atoms[1], (0, 0, distance)]],
                 basis=BASIS, ecp=ecp, unit="Bohr", verbose=0)


def dipole_z(mf):
    return float(mf.dip_moment(unit="AU", verbose=0)[2])


def pbe0_equilibrium(atoms, distances):
    """Distance of lowest energy and dipole there, from cubic interpolation."""
    energies, dipoles, density = [], [], None
    for distance in distances:
        mf = dft.RKS(build(atoms, distance))
        mf.xc = "pbe0"
        mf.grids.level = 1
        mf.conv_tol = 1e-9
        mf.kernel(dm0=density)
        assert mf.converged
        density = mf.make_rdm1()
        energies.append(mf.e_tot)
        dipoles.append(dipole_z(mf))
    centre = np.mean(distances)
    shift = np.array(distances) - centre
    curve = np.polyfit(shift, np.array(energies) - energies[0], 3)
    roots = np.roots(np.polyder(curve))
    minima = [r.real for r in roots if abs(r.imag) < 1e-9
              and np.polyval(np.polyder(curve, 2), r.real) > 0]
    assert len(minima) == 1 and shift[0] < minima[0] < shift[-1]
    dipole = np.polyval(np.polyfit(shift, dipoles, 3), minima[0])
    return centre + minima[0], abs(dipole)


def response_poles(mf):
    """Excitation energies and oscillator strengths along x, y, z."""
    mol = mf.mol
    n_occ = mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, :n_occ], mf.mo_coeff[:, n_occ:]
    n_vir = vir.shape[1]
    eri = mol.intor("int2e", aosym="s8")
    iajb = ao2mo.incore.general(eri, (occ, vir, occ, vir), compact=False)
    iajb = iajb.reshape(n_occ, n_vir, n_occ, n_vir)
    ijab = ao2mo.incore.general(eri, (occ, occ, vir, vir), compact=False)
    direct = ijab.reshape(n_occ, n_occ, n_vir, n_vir).transpose(0, 2, 1, 3)
    crossed = iajb.transpose(0, 3, 2, 1)
    size = n_occ * n_vir
    gaps = (mf.mo_energy[None, n_occ:] - mf.mo_energy[:n_occ, None]).ravel()
    plus = np.diag(gaps) + (4 * iajb - direct - crossed).reshape(size, size)
    minus = np.diag(gaps) + (crossed - direct).reshape(size, size)
    lower = np.linalg.cholesky(minus)
    squares, vectors = eigh(lower.T @ plus @ lower)
    assert squares[0] > 0
    moments = np.array([(occ.T @ r @ vir).ravel() for r in mol.intor("int1e_r")])
    return np.sqrt(squares), 4 * (moments @ lower @ vectors)**2


def finite_field_alpha(mf, field=5e-4):
    """Static polarizability along z from the induced dipole."""
    core = mf.get_hcore()
    z_matrix = mf.mol.intor("int1e_r")[2]
    values = []
    for sign in (1, -1):
        test = scf.RHF(mf.mol)
        test.conv_tol = 1e-11
        test.get_hcore = lambda *args, s=sign: core + s * field * z_matrix
        test.kernel(dm0=mf.make_rdm1())
        assert test.converged
        values.append(dipole_z(test))
    return (values[0] - values[1]) / (2 * field)


ratios = {}
scans = {("Na", "K"): (6.2, 6.5, 6.8, 7.1),
         ("Rb", "Cs"): (8.0, 8.35, 8.7, 9.05)}
for atoms, distances in scans.items():
    name = "".join(atoms)
    r_eq, mu = pbe0_equilibrium(atoms, distances)
    mol = build(atoms, r_eq)
    masses = mol.atom_mass_list(isotope_avg=True)
    reduced = masses[0] * masses[1] / (masses[0] + masses[1])
    B = 1 / (2 * reduced * AMU * r_eq**2)

    hf = scf.RHF(mol)
    hf.conv_tol = 1e-11
    hf.kernel()
    assert hf.converged
    mu_hf = abs(dipole_z(hf))
    omega, f_axis = response_poles(hf)
    alpha_axis = (f_axis / omega**2).sum(axis=1)
    f_mean = f_axis.mean(axis=0)
    alpha_0 = alpha_axis.mean()
    if name == "NaK":
        alpha_field = finite_field_alpha(hf)
        assert abs(alpha_field / alpha_axis[2] - 1) < 3e-3

    c6_rot = mu**4 / (6 * B)
    c6_ind = 2 * mu**2 * alpha_0
    pair_sum = omega[:, None] + omega[None, :]
    g = f_mean / omega
    c6_el = 1.5 * float(np.sum(g[:, None] * g[None, :] / pair_sum))

    # total polarizability integrated over imaginary frequency, log grid
    log_w = np.arange(-34.0, 9.0, 0.1)
    w = np.exp(log_w)
    a_el = (f_mean[None, :] / (omega[None, :]**2 + w[:, None]**2)).sum(axis=1)
    a_rot = (2 / 3) * mu**2 * 2 * B / ((2 * B)**2 + w**2)

    def dispersion_integral(a, b):
        return 3 / np.pi * 0.1 * np.sum(w * a * b)

    c6_total = dispersion_integral(a_el + a_rot, a_el + a_rot)
    assert abs(dispersion_integral(a_rot, a_rot) / c6_rot - 1) < 1e-6
    assert abs(dispersion_integral(a_el, a_el) / c6_el - 1) < 1e-6
    assert abs(2 * dispersion_integral(a_el, a_rot) / c6_ind - 1) < 1e-3
    assert abs(c6_total / (c6_rot + c6_ind + c6_el) - 1) < 1e-4

    ratios[name] = c6_rot / c6_el
    mu_cross = (6 * B * c6_el)**0.25
    print(f"{name}: distance {r_eq:.3f} a0, reduced mass {reduced:.3f} u")
    print(f"{name}: B = {B:.4e} Eh = {B * HARTREE_CM:.5f} cm^-1")
    print(f"{name}: PBE0 dipole = {mu:.4f} e a0 = {mu * DEBYE:.3f} D")
    print(f"{name}: lowest dipole-allowed excitation "
          f"{omega[f_mean > 1e-3][0]:.4f} Eh")
    print(f"{name}: alpha_el(0) parallel {alpha_axis[2]:.1f}, "
          f"perpendicular {alpha_axis[0]:.1f}, mean {alpha_0:.1f} a0^3")
    if name == "NaK":
        print(f"{name}: finite-field parallel alpha {alpha_field:.1f} a0^3")
    print(f"{name}: static rotational alpha mu^2/(3B) = "
          f"{mu**2 / (3 * B):.4e} a0^3")
    print(f"{name}: C6rot = {c6_rot:.4e} Eh a0^6")
    print(f"{name}: C6ind = {c6_ind:.4e} Eh a0^6")
    print(f"{name}: C6el  = {c6_el:.4e} Eh a0^6")
    print(f"{name}: C6 total by quadrature = {c6_total:.4e} Eh a0^6")
    print(f"{name}: C6rot/C6el = {ratios[name]:.2f}, "
          f"log10 = {math.log10(ratios[name]):.2f}")
    print(f"{name}: crossover dipole = {mu_cross:.4f} e a0 "
          f"= {mu_cross * DEBYE:.3f} D")
    print(f"{name}: dipole for ratio 100 = {mu_cross * 100**0.25 * DEBYE:.3f} D")
    print(f"{name}: R_B = {(mu**2 / B)**(1 / 3):.1f} a0")
    print(f"{name}: Hartree-Fock dipole = {mu_hf * DEBYE:.3f} D, "
          f"ratio with it = {mu_hf**4 / (6 * B) / c6_el:.2f}")

assert ratios["NaK"] > 10
assert ratios["RbCs"] > 1
assert ratios["NaK"] > ratios["RbCs"]
print("ALL CHECKS PASSED")
```

Printed output:

```
Two rotors, energies in units of B
Sum of squared couplings from J=0,0: 0.666667
Energy of the coupled J=1,1 states: 4.0 B
-E/(B x^2) at x=0.01: 0.166666
Fourth-order coefficient from x=0.1: 0.003331
x= 0.1, R/R_B=2.154: exact/(R^-6 law) = 0.9998
x= 1.0, R/R_B=1.000: exact/(R^-6 law) = 0.9811
x= 5.0, R/R_B=0.585: exact/(R^-6 law) = 0.7652
x=20.0, R/R_B=0.368: exact/(R^-6 law) = 0.3643
NaK: distance 6.709 a0, reduced mass 14.477 u
NaK: B = 4.2091e-07 Eh = 0.09238 cm^-1
NaK: PBE0 dipole = 1.1859 e a0 = 3.014 D
NaK: lowest dipole-allowed excitation 0.0613 Eh
NaK: alpha_el(0) parallel 515.1, perpendicular 274.4, mean 354.6 a0^3
NaK: finite-field parallel alpha 515.1 a0^3
NaK: static rotational alpha mu^2/(3B) = 1.1138e+06 a0^3
NaK: C6rot = 7.8326e+05 Eh a0^6
NaK: C6ind = 9.9743e+02 Eh a0^6
NaK: C6el  = 7.2421e+03 Eh a0^6
NaK: C6 total by quadrature = 7.9150e+05 Eh a0^6
NaK: C6rot/C6el = 108.15, log10 = 2.03
NaK: crossover dipole = 0.3677 e a0 = 0.935 D
NaK: dipole for ratio 100 = 2.956 D
NaK: R_B = 149.5 a0
NaK: Hartree-Fock dipole = 3.562 D, ratio with it = 210.82
RbCs: distance 8.549 a0, reduced mass 52.017 u
RbCs: B = 7.2145e-08 Eh = 0.01583 cm^-1
RbCs: PBE0 dipole = 0.5265 e a0 = 1.338 D
RbCs: lowest dipole-allowed excitation 0.0464 Eh
RbCs: alpha_el(0) parallel 1060.8, perpendicular 619.5, mean 766.6 a0^3
RbCs: static rotational alpha mu^2/(3B) = 1.2808e+06 a0^3
RbCs: C6rot = 1.7754e+05 Eh a0^6
RbCs: C6ind = 4.2504e+02 Eh a0^6
RbCs: C6el  = 2.4709e+04 Eh a0^6
RbCs: C6 total by quadrature = 2.0267e+05 Eh a0^6
RbCs: C6rot/C6el = 7.19, log10 = 0.86
RbCs: crossover dipole = 0.3216 e a0 = 0.817 D
RbCs: dipole for ratio 100 = 2.585 D
RbCs: R_B = 156.6 a0
RbCs: Hartree-Fock dipole = 1.765 D, ratio with it = 21.76
ALL CHECKS PASSED
```
